# Stress-free and clamped fourth-order anisotropy constants of a cubic ferromagnet, part 1

(Sections cited here and not found follow in the second part.)

## First half: relaxing the strains

Q: You speak of two first anisotropy constants for one crystal at one temperature. If the constant is a property of the material, how can it have two values?

A: For the same reason that a gas has one heat capacity at fixed volume and another at fixed pressure. The constant describes how the energy changes when the magnetization turns, and we must say what the lattice does meanwhile. It may be held in its cubic shape, or it may be left free to deform. Those are two different experiments.

Let the magnetization be uniform, with direction cosines $\alpha_1,\alpha_2,\alpha_3$ relative to the cube axes, so that $\sum_i\alpha_i^2=1$. The energy does not change when the magnetization is reversed, so it contains even powers of $\alpha_i$. Cubic symmetry allows one quadratic combination, $\sum_i\alpha_i^2$, which is constant. The first dependence on direction is therefore of fourth order. We write it as $K_1S$, with

$$S=\alpha_1^2\alpha_2^2+\alpha_2^2\alpha_3^2+\alpha_3^2\alpha_1^2 .$$

The other fourth-order combination, $\sum_i\alpha_i^4$, is not independent. Squaring $\sum_i\alpha_i^2=1$ gives $\sum_i\alpha_i^4+2S=1$, hence

$$\sum_i\alpha_i^4=1-2S .$$

Along [100], [110] and [111] the values of $S$ are $0$, $1/4$ and $1/3$. A positive $K_1$ thus favours the cube axes, and a negative one the body diagonals. We stop at fourth order in the energy of the undeformed crystal.

Q: Then let the lattice go. A crystal magnetized along [100] stretches or shrinks along [100] and becomes tetragonal. Its energy should no longer have cubic symmetry, so what sense does a cubic constant make?

A: The deformed crystal is tetragonal, but the deformation follows the magnetization. Take a cubic symmetry operation $R$ and apply it to both the magnetization and the strain. The energy is unchanged: $E(R\alpha,Re)=E(\alpha,e)$. Now minimize over all strains. As $e$ runs over all strains, so does $Re$, and therefore

$$\min_e E(R\alpha,e)=\min_e E(R\alpha,Re)=\min_e E(\alpha,e).$$

The relaxed energy is again a cubic function of direction. Your objection does apply if the strain is allowed to form for one direction and is then held while the magnetization turns. That is a third experiment, and it needs its own calculation.

Q: Which energy do you minimize? I would like to see why each coupling term is there.

A: Let $e_{ii}$ be the normal strains and $\gamma_{ij}=2e_{ij}$ the engineering shears, for $i<j$. There are six homogeneous strains. A rigid rotation of the lattice is not a strain, and since $\alpha_i$ is measured from the cube axes that rotate with the lattice, it costs no energy here. Energies are counted per volume of the undeformed crystal. The energy of an external field and the demagnetizing energy are left aside for now.

The simplest coupling is linear in strain and quadratic in $\alpha_i$. Reversing cube axis 1 changes the sign of $\gamma_{12}$ and $\gamma_{13}$, and also of the products $\alpha_1\alpha_2$ and $\alpha_1\alpha_3$. It leaves $e_{ii}$, $\alpha_i^2$, $\gamma_{23}$ and $\alpha_2\alpha_3$ alone. Applying this to each axis, we find that a shear $\gamma_{ij}$ can couple to $\alpha_i\alpha_j$, and a normal strain to squares.

For the normal strain $e_{11}$ the squares may enter as $a\,e_{11}\alpha_1^2+b\,e_{11}(\alpha_2^2+\alpha_3^2)$. The coefficients of the last two squares are equal because axes 2 and 3 are equivalent. Since $\alpha_2^2+\alpha_3^2=1-\alpha_1^2$, this equals $(a-b)e_{11}\alpha_1^2+b\,e_{11}$. Summed over the axes, the last piece is $b\sum_ie_{ii}$, a pressure that does not depend on direction. We choose the volume of the reference lattice so that this piece is absent. With $B_1=a-b$, the magnetoelastic energy is

$$E_{\rm me}=B_1\sum_i e_{ii}\alpha_i^2+B_2\sum_{i<j}\gamma_{ij}\alpha_i\alpha_j .$$

The elastic energy of a cubic crystal, to second order in strain, is

$$E_{\rm el}=\tfrac12c_{11}\sum_i e_{ii}^2+c_{12}\sum_{i<j}e_{ii}e_{jj}+\tfrac12c_{44}\sum_{i<j}\gamma_{ij}^2 .$$

The total is $E=K_1^{\rm cl}S+E_{\rm me}+E_{\rm el}$. At zero strain the first term alone survives, so $K_1^{\rm cl}$ is the constant of the clamped crystal.

Q: Must it be clamped at zero strain? In a laboratory I would not know where zero is to a few parts per million.

A: An equal strain $\eta$ along all three axes does no harm in this model. It adds $B_1\eta\sum_i\alpha_i^2=B_1\eta$ and an elastic energy, neither of which depends on direction. The coefficient of $S$ stays $K_1^{\rm cl}$. So "clamped" means held in a cubic shape for every direction of the magnetization. A real $K_1$ does depend on volume; that dependence is of higher order than the coupling kept here, and its size must be judged separately.

Q: Next you will set derivatives to zero. Why is that the stress-free state, and how do you know that it is a minimum?

A: The derivative of the energy density with respect to a strain is the corresponding stress, so zero derivatives mean zero stress. For the second question we need the elastic energy to be positive for every strain. Write $t=\sum_ie_{ii}$ for the relative change of volume and split each normal strain as $e_{ii}=t/3+d_i$, with $\sum_id_i=0$. Because $t^2=\sum_ie_{ii}^2+2\sum_{i<j}e_{ii}e_{jj}$, the normal part of the elastic energy is

$$\tfrac12(c_{11}-c_{12})\sum_ie_{ii}^2+\tfrac12c_{12}t^2 .$$

The cross terms in $\sum_i(t/3+d_i)^2$ vanish, so $\sum_ie_{ii}^2=t^2/3+\sum_id_i^2$. This gives

$$\tfrac12(c_{11}-c_{12})\sum_id_i^2+\tfrac16(c_{11}+2c_{12})t^2 .$$

Define $c'=c_{11}-c_{12}$ and $\kappa=c_{11}+2c_{12}$. The crystal is stable, and the stationary point is its one minimum, if $c'$, $\kappa$ and $c_{44}$ are all positive. If $c'$ or $c_{44}$ approaches zero, as it may near a structural transition, the strains grow and linear elasticity fails before the formulas diverge.

Q: Then find the strains.

A: The shears are not coupled to one another. Setting $\partial E/\partial\gamma_{ij}=B_2\alpha_i\alpha_j+c_{44}\gamma_{ij}$ to zero gives

$$\gamma_{ij}=-\frac{B_2}{c_{44}}\alpha_i\alpha_j .$$

For the first normal strain the condition is

$$B_1\alpha_1^2+c_{11}e_{11}+c_{12}(e_{22}+e_{33})=0 .$$

Replace $e_{22}+e_{33}$ by $t-e_{11}$. The same form then holds for each axis:

$$c'e_{ii}+c_{12}t=-B_1\alpha_i^2 .$$

Add the three equations. On the left the coefficient of $t$ is $c'+3c_{12}=\kappa$, and on the right $\sum_i\alpha_i^2=1$. Therefore

$$t=-\frac{B_1}{\kappa},$$

whatever the direction of the magnetization. Put this back and divide by $c'$:

$$e_{ii}=\frac{B_1c_{12}}{c'\kappa}-\frac{B_1}{c'}\alpha_i^2 .$$

Turning the magnetization changes the shape of the crystal but, in this model, not its volume.

Q: Now I expect a long substitution into the elastic energy.

A: It can be avoided. Call the magnetoelastic energy $L$, since it is linear in the strains, and the elastic energy $Q$, since it is quadratic. Multiply each condition of zero stress by its own strain and add all six. A linear term returns itself under this operation and a quadratic term returns twice itself, so $L+2Q=0$. Hence $Q=-L/2$, and the energy at the minimum is

$$L+Q=\tfrac12L=-Q .$$

Because $Q$ is positive for any nonzero strain, relaxation lowers the energy.

We need half the magnetoelastic energy at the relaxed strains. The normal strains contribute

$$\frac{B_1}{2}\sum_i\alpha_i^2e_{ii}=\frac{B_1^2}{2c'}\left[\frac{c_{12}}{\kappa}\sum_i\alpha_i^2-\sum_i\alpha_i^4\right]=\frac{B_1^2}{2c'}\left[\frac{c_{12}}{\kappa}-1+2S\right].$$

Since $c_{12}-\kappa=-(c_{11}+c_{12})$, this is

$$-\frac{B_1^2(c_{11}+c_{12})}{2c'\kappa}+\frac{B_1^2}{c'}S .$$

The shears contribute

$$\frac{B_2}{2}\sum_{i<j}\gamma_{ij}\alpha_i\alpha_j=-\frac{B_2^2}{2c_{44}}\sum_{i<j}\alpha_i^2\alpha_j^2=-\frac{B_2^2}{2c_{44}}S .$$

The first term of the normal part is the same for all directions. The coefficient of $S$ in the total energy is the stress-free constant $K_1^{\rm fr}$, so

$$\boxed{\;\Delta K\equiv K_1^{\rm fr}-K_1^{\rm cl}=\frac{B_1^2}{c_{11}-c_{12}}-\frac{B_2^2}{2c_{44}}\;}$$

Q: I see a contradiction. You have just shown that relaxation lowers the energy. Yet the first term raises $K_1$.

A: $K_1$ is not an energy level. It measures a difference between directions, for instance $K_1=4(E_{110}-E_{100})$. If every level falls but [100] falls furthest, $K_1$ rises.

The normal strains do this. Apart from the constant change of volume, they are driven by the departure of $\alpha_i^2$ from its mean value $1/3$, and

$$\sum_i\left(\alpha_i^2-\tfrac13\right)^2=1-2S-\tfrac23+\tfrac13=\tfrac23-2S .$$

This is largest along [100] and zero along [111]. The shears are driven by $\alpha_i\alpha_j$. The sum of the squares of these products is $S$, which is zero along [100] and largest along [111]. Normal relaxation therefore favours the cube axes and shear relaxation the body diagonals. The two compete, and $\Delta K$ may have either sign.

Q: There ought to be a case where they cancel for a reason.

A: There is. In an elastically isotropic medium $c_{11}-c_{12}=2c_{44}$. If the magnetoelastic coupling is isotropic too, then $B_1=B_2$: the coupling becomes $B_1$ times the strain along the magnetization, with no reference to cube axes. Both terms are then $B_1^2/(2c_{44})$ and $\Delta K=0$. A medium without preferred axes cannot acquire them by relaxing. This also checks the factor 2 in the shear term, which depends on the use of engineering shears.

Q: Give me numbers, so that I can see whether this matters.

A: I take round model parameters: $c_{11}=250$, $c_{12}=150$ and $c_{44}=120$ GPa, with $B_1=9.0$ and $B_2=10.0$ MJ/m³. The stress-free constant is given as $K_1^{\rm fr}=-5000$ J/m³. Then

$$\frac{B_1^2}{c'}=\frac{(9.0\times10^6)^2}{100\times10^9}=810\ {\rm J/m^3},$$

$$\frac{B_2^2}{2c_{44}}=\frac{(10.0\times10^6)^2}{240\times10^9}=416.7\ {\rm J/m^3}.$$

The difference is $\Delta K=810.0-416.7=393.3$ J/m³, or 3933 erg/cm³. The clamped constant is

$$K_1^{\rm cl}=-5000-393.3=-5393.3\ {\rm J/m^3},$$

or about $-5.39\times10^4$ erg/cm³. The difference is 7.9 % of the magnitude of the stress-free constant.

With the magnetization along [100], the crystal has $e_{11}=-65.5$ ppm and $e_{22}=e_{33}=24.5$ ppm. Along [111], each normal strain is $-5.5$ ppm and each shear $-27.8$ ppm. The change of volume is $-16.4$ ppm in both cases, as the formula for $t$ requires.

Q: Show me the competition in the energies themselves.

A: Relaxation lowers the energy by 294.5 J/m³ along [100], by 196.2 along [110] and by 163.4 along [111]. All three levels fall, and [100] falls most. Each of these energies contains the same 24.5 J/m³, equal to $B_1^2/(6\kappa)$, from the change of volume $t$. That part, like $t$ itself, depends on our choice of reference volume; only the differences between directions have physical meaning. From the first and last,

$$\Delta K=3\,(-163.4+294.5)=393.3\ {\rm J/m^3},$$

where the factor 3 is the inverse of $S=1/3$. As a test that does not use the solved strains, the energy of this example was minimized numerically over all six strains for ten random directions of the magnetization. A fit of the minima to a constant plus a multiple of $S$ also gave a difference of 393.3 J/m³.

The other sign occurs as well. For $B_1=-4$ and $B_2=8$ MJ/m³, with $c_{11}=230$, $c_{12}=130$ and $c_{44}=110$ GPa, the same minimization gave $-130.9$ J/m³. The formula agrees: $160.0-290.9=-130.9$ J/m³. There the shears win.

## Second half: magnetostriction, frozen strain and real crystals

The symbols carried over are these. The direction cosines of the magnetization are $\alpha_i$, and $S=\sum_{i<j}\alpha_i^2\alpha_j^2$. The magnetoelastic constants are $B_1$ for normal strains $e_{ii}$ and $B_2$ for engineering shears $\gamma_{ij}$. The elastic combinations are $c'=c_{11}-c_{12}$ and $\kappa=c_{11}+2c_{12}$. The relaxed strains are

$$e_{ii}=\frac{B_1c_{12}}{c'\kappa}-\frac{B_1}{c'}\alpha_i^2,\qquad \gamma_{ij}=-\frac{B_2}{c_{44}}\alpha_i\alpha_j,$$

and the stress-free and clamped constants differ by $\Delta K=K_1^{\rm fr}-K_1^{\rm cl}=B_1^2/c'-B_2^2/(2c_{44})$. In the example, $K_1^{\rm fr}=-5000$ J/m³, $K_1^{\rm cl}=-5393.3$ J/m³ and $\Delta K=393.3$ J/m³.

Q: I cannot put a gauge on $B_1$. What I can measure is a change of length. Can the result be written with that?

A: Yes. The relative extension along a unit vector $n$ is

$$\epsilon(n)=\sum_ie_{ii}n_i^2+\sum_{i<j}\gamma_{ij}n_in_j ,$$

where the factor 2 from the two equal off-diagonal elements is contained in $\gamma_{ij}=2e_{ij}$. The magnetostriction constant $\lambda_{100}$ is the extension along [100] when the magnetization points there, minus the extension along [100] averaged over all directions of the magnetization. The constant $\lambda_{111}$ is defined in the same way for [111].

In the average, $\alpha_i^2$ becomes $1/3$, because the three squares are equivalent and add to one. The products $\alpha_i\alpha_j$ average to zero, because each sign is equally likely. The mean shears therefore vanish, and subtracting the mean normal strain leaves

$$e_{ii}-\langle e_{ii}\rangle=-\frac{B_1}{c'}\left(\alpha_i^2-\tfrac13\right).$$

For [100] we set $\alpha_1=n_1=1$:

$$\lambda_{100}=-\frac{2B_1}{3c'} .$$

For [111] each $\alpha_i^2$ is $1/3$, so the normal strains drop out. Each shear is $-B_2/(3c_{44})$, each product $n_in_j$ is $1/3$, and there are three of them:

$$\lambda_{111}=-\frac{B_2}{3c_{44}} .$$

Solve for the coupling constants: $B_1=-\tfrac32c'\lambda_{100}$ and $B_2=-3c_{44}\lambda_{111}$. Then $B_1^2/c'=\tfrac94c'\lambda_{100}^2$ and $B_2^2/(2c_{44})=\tfrac92c_{44}\lambda_{111}^2$, so

$$\Delta K=\frac94\left[(c_{11}-c_{12})\lambda_{100}^2-2c_{44}\lambda_{111}^2\right].$$

Q: The signs of the magnetostriction constants have disappeared. Is that acceptable?

A: It is what we should expect. Reversing the sign of $B_1$ reverses the normal strains that the magnetization causes. The energy gained is half the product of the coupling and the strain, in magnitude, and both factors change sign together, so it does not change. Two crystals whose $\lambda_{100}$ agree in magnitude, and whose $\lambda_{111}$ agree in magnitude too, have the same $\Delta K$ whatever the signs, if their elastic constants agree.

In the example,

$$\lambda_{100}=-\frac{2(9.0\times10^6)}{3(100\times10^9)}=-60.0\ {\rm ppm},$$

$$\lambda_{111}=-\frac{10.0\times10^6}{3(120\times10^9)}=-27.8\ {\rm ppm}.$$

The first term of $\Delta K$ is then $\tfrac94(100\times10^9)(60.0\times10^{-6})^2=810$ J/m³, as before. Because the strains enter squared, a relative error of a few per cent in $\lambda_{100}$ becomes twice that in this term.

The difference between the stress-free and clamped anisotropy constants is now known, both from the magnetoelastic coupling and from measurable magnetostriction. It remains to see which constant applies in practice, what happens when the strain is frozen while the magnetization moves, and how much the neglected effects matter.
